# Reading Switched Ferroelectric Charge with a Sawyer-Tower Circuit: a numerical check

```python
# Result under test: in a Sawyer-Tower circuit a film of area A whose polarization
# changes by dP between two readings at zero drive shifts the voltage on the series
# sense capacitor C0 by dV = A*dP/C0, or A*dP/(C0 + Cf) with the back-voltage included.
# Cf: small-signal film capacitance; Pr: remanent polarization (dP = 2 Pr);
# Ec: coercive field; d: film thickness; tau: relaxation time of P near Pr.
# The independent road is time integration of the nonlinear circuit, with
# rho dP/dt = E + a P - b P^3 for the film. SI units inside, engineering units printed.
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

area = 1e-8
delta_p = 0.5
c_sense = 100e-9
# Rough typical values for a lead zirconate titanate thin film
thickness = 200e-9
coercive_field = 1e7
eps_background = 30 * epsilon_0
v_peak = 4.0
tau = 1e-6
r_meter = 1e6
pr = delta_p / 2

# Negative (non-switching) pulse, pause, positive (switching) pulse, pause
times = np.array([0, 0.25, 0.50, 0.55, 0.80, 1.05, 1.10]) * 1e-3
volts = np.array([0, -1, 0, 0, 1, 0, 0]) * v_peak


def landau(p_rem):
    a = 3 * np.sqrt(3) * coercive_field / (2 * p_rem)
    return a, a / p_rem**2


def film_capacitance(p_rem):
    a, _ = landau(p_rem)
    return area * (eps_background + 1 / (2 * a)) / thickness


def simulate(c0=c_sense, p_rem=pr, relax=tau, resistance=np.inf):
    """Return sense voltage before and after the switching pulse, and its extremes."""
    a, b = landau(p_rem)
    rho = 2 * a * relax
    c_back = area * eps_background / thickness
    state = np.array([-p_rem, 0.0])
    corners, lowest, highest = [0.0], 0.0, 0.0
    for k in range(len(times) - 1):
        t0, t1 = times[k], times[k + 1]
        slope = (volts[k + 1] - volts[k]) / (t1 - t0)

        def rates(t, y, t0=t0, v0=volts[k], slope=slope):
            p, vs = y
            field = (v0 + slope * (t - t0) - vs) / thickness
            dp = (field + a * p - b * p**3) / rho
            dvs = (c_back * slope + area * dp - vs / resistance) / (c0 + c_back)
            return [dp, dvs]

        sol = solve_ivp(rates, (t0, t1), state, method="Radau",
                        rtol=1e-7, atol=1e-10, max_step=5e-6)
        assert sol.success
        state = sol.y[:, -1]
        corners.append(state[1])
        lowest = min(lowest, sol.y[1].min())
        highest = max(highest, sol.y[1].max())
    return corners[3], corners[-1], lowest, highest


charge = area * delta_p
dv_ideal = charge / c_sense
c_film = film_capacitance(pr)
dv_corrected = charge / (c_sense + c_film)

# Coercive field from the numerical maximum of the static field curve
a0, b0 = landau(pr)
p_grid = np.linspace(0, pr, 200001)
ec_numeric = np.max(a0 * p_grid - b0 * p_grid**3)
assert abs(ec_numeric / coercive_field - 1) < 1e-6

# Main result; the remaining difference is second order in back field over Ec
before, after, v_low, v_high = simulate()
dv_sim = after - before
assert abs(before) < 1e-6 * dv_ideal + 1e-8
assert abs(dv_sim / dv_corrected - 1) < 1e-4
assert abs(dv_sim / dv_ideal - 1) < 5e-3

# The switching speed must not matter
before_slow, after_slow, _, _ = simulate(relax=3 * tau)
dv_slow = after_slow - before_slow
assert abs(dv_slow / dv_sim - 1) < 1e-5

# Ten times smaller sense capacitor: larger back field, so a looser first-order test
c_small = c_sense / 10
before_small, after_small, _, _ = simulate(c0=c_small)
dv_small = after_small - before_small
dv_small_formula = charge / (c_small + c_film)
assert abs(dv_small / dv_small_formula - 1) < 5e-3
assert abs(dv_small / (charge / c_small) - 1) > 1e-2

# Other reading of the data: 0.5 C/m^2 taken as Pr, so twice the charge
before_double, after_double, _, _ = simulate(p_rem=delta_p)
dv_double = after_double - before_double
dv_double_formula = 2 * charge / (c_sense + film_capacitance(delta_p))
assert abs(dv_double / dv_double_formula - 1) < 3e-4


# Peak readings from a static root search on the two stable branches
def static_sense_voltage(drive, bracket):
    def film_field(p):
        return -a0 * p + b0 * p**3

    def residual(p):
        e = film_field(p)
        return (c_sense * (drive - thickness * e)
                - area * (p + pr + eps_background * e))

    root = brentq(residual, *bracket, xtol=1e-15)
    return drive - thickness * film_field(root)


peak_static = (static_sense_voltage(v_peak, (0.6 * pr, 2 * pr))
               - static_sense_voltage(-v_peak, (-2 * pr, -0.6 * pr)))
peak_sim = v_high - v_low
assert abs(peak_sim / peak_static - 1) < 2e-3   # small lag behind the drive
assert peak_sim > 1.1 * dv_sim

# Discharge through the meter; the estimate assumes a flat voltage after switching
before_r, after_r, _, _ = simulate(resistance=r_meter)
droop = dv_sim - (after_r - before_r)
t_switch = times[3] + (times[4] - times[3]) * coercive_field * thickness / v_peak
dwell = times[-1] - t_switch
droop_estimate = dv_ideal * dwell / (r_meter * c_sense)
assert abs(droop / droop_estimate - 1) < 0.2

# Sizes of other neglected effects, from rough typical inputs
c_cable = 100e-12
cable_loss = dv_ideal - charge / (c_sense + c_cable)
leak_density = 1e-2            # A/m^2, i.e. 1 uA/cm^2
leak_shift = leak_density * area * times[-1] / c_sense
pyro = 2e-4                    # C/(m^2 K), size of the fall of Pr on heating
warming = 10.0
thermal_shift = 2 * pyro * warming * area / c_sense
tolerance_c = 0.01
tolerance_shift = dv_ideal - charge / (c_sense * (1 + tolerance_c))
breakdown = 1e8                # V/m
back_field = dv_sim / thickness
peak_field = v_peak / thickness
assert peak_field < breakdown

print(f"polarization change 2Pr: {delta_p*100:.1f} uC/cm2 = {delta_p:.2f} C/m2")
print(f"remanent polarization Pr: {pr*100:.1f} uC/cm2")
print(f"film area: {area*1e4:.1e} cm2 = {area:.1e} m2")
print(f"sense capacitor: {c_sense*1e9:.1f} nF")
print(f"switched charge: {charge*1e9:.3f} nC")
print(f"ideal voltage change: {dv_ideal*1e3:.3f} mV = {dv_ideal:.5f} V")
print(f"film thickness (rough): {thickness*1e9:.0f} nm")
print(f"background relative permittivity: {eps_background/epsilon_0:.0f}")
print(f"coercive field, input (rough): {coercive_field/1e5:.1f} kV/cm")
print(f"coercive field, numerical maximum: {ec_numeric/1e5:.3f} kV/cm")
print(f"Landau coefficient a: {a0:.4e} V m/C")
print(f"Landau coefficient b: {b0:.4e} V m^5/C^3")
print(f"total small-signal relative permittivity: "
      f"{c_film*thickness/area/epsilon_0:.1f}")
print(f"small-signal film capacitance: {c_film*1e9:.4f} nF")
print(f"film to sense capacitance ratio: {c_film/c_sense*100:.3f} %")
print(f"corrected voltage change, formula: {dv_corrected*1e3:.4f} mV")
print(f"corrected voltage change, simulation: {dv_sim*1e3:.4f} mV")
print(f"relaxation times simulated: {tau*1e6:.1f} and {3*tau*1e6:.1f} us")
print(f"voltage change, slower switching: {dv_slow*1e3:.4f} mV")
print(f"residual after non-switching pulse: {abs(before)*1e3:.4f} mV")
print(f"back field after switching: {back_field/1e5:.3f} kV/cm")
print(f"back field over coercive field: {back_field/coercive_field*100:.2f} %")
print(f"smaller sense capacitor: {c_small*1e9:.1f} nF")
print(f"  ideal change: {charge/c_small*1e3:.2f} mV")
print(f"  corrected formula: {dv_small_formula*1e3:.2f} mV")
print(f"  simulation: {dv_small*1e3:.2f} mV")
print(f"if 0.5 C/m2 were Pr, ideal change: {2*dv_ideal*1e3:.2f} mV")
print(f"if 0.5 C/m2 were Pr, simulation: {dv_double*1e3:.2f} mV")
print(f"drive pulse peak: {v_peak:.1f} V")
print(f"pulse duration: {(times[2]-times[0])*1e3:.2f} ms")
print(f"peak-to-peak reading, simulation: {peak_sim*1e3:.2f} mV")
print(f"peak-to-peak reading, static curve: {peak_static*1e3:.2f} mV")
print(f"meter resistance: {r_meter/1e6:.1f} MOhm")
print(f"discharge time constant: {r_meter*c_sense*1e3:.1f} ms")
print(f"time from switching to reading: {dwell*1e3:.3f} ms")
print(f"meter discharge loss, simulation: {droop*1e3:.3f} mV")
print(f"meter discharge loss, estimate: {droop_estimate*1e3:.3f} mV")
print(f"cable capacitance (rough): {c_cable*1e12:.0f} pF")
print(f"cable loss: {cable_loss*1e3:.3f} mV")
print(f"film leakage density (rough): {leak_density*100:.1f} uA/cm2")
print(f"leakage shift over whole sequence: {leak_shift*1e6:.2f} uV")
print(f"pyroelectric coefficient (rough): {pyro*100:.3f} uC/(cm2 K)")
print(f"loss on warming by {warming:.0f} K: {thermal_shift*1e3:.2f} mV")
print(f"loss if C0 is {tolerance_c*100:.0f} % too large: "
      f"{tolerance_shift*1e3:.3f} mV")
print(f"peak film field: {peak_field/1e5:.0f} kV/cm")
print(f"breakdown field (rough): {breakdown/1e5:.0f} kV/cm")
print("all good")
```

Output:

```
polarization change 2Pr: 50.0 uC/cm2 = 0.50 C/m2
remanent polarization Pr: 25.0 uC/cm2
film area: 1.0e-04 cm2 = 1.0e-08 m2
sense capacitor: 100.0 nF
switched charge: 5.000 nC
ideal voltage change: 50.000 mV = 0.05000 V
film thickness (rough): 200 nm
background relative permittivity: 30
coercive field, input (rough): 100.0 kV/cm
coercive field, numerical maximum: 100.000 kV/cm
Landau coefficient a: 1.0392e+08 V m/C
Landau coefficient b: 1.6628e+09 V m^5/C^3
total small-signal relative permittivity: 573.4
small-signal film capacitance: 0.2538 nF
film to sense capacitance ratio: 0.254 %
corrected voltage change, formula: 49.8734 mV
corrected voltage change, simulation: 49.8725 mV
relaxation times simulated: 1.0 and 3.0 us
voltage change, slower switching: 49.8725 mV
residual after non-switching pulse: 0.0000 mV
back field after switching: 2.494 kV/cm
back field over coercive field: 2.49 %
smaller sense capacitor: 10.0 nF
  ideal change: 500.00 mV
  corrected formula: 487.62 mV
  simulation: 486.70 mV
if 0.5 C/m2 were Pr, ideal change: 100.00 mV
if 0.5 C/m2 were Pr, simulation: 99.50 mV
drive pulse peak: 4.0 V
pulse duration: 0.50 ms
peak-to-peak reading, simulation: 64.34 mV
peak-to-peak reading, static curve: 64.36 mV
meter resistance: 1.0 MOhm
discharge time constant: 100.0 ms
time from switching to reading: 0.425 ms
meter discharge loss, simulation: 0.223 mV
meter discharge loss, estimate: 0.213 mV
cable capacitance (rough): 100 pF
cable loss: 0.050 mV
film leakage density (rough): 1.0 uA/cm2
leakage shift over whole sequence: 1.10 uV
pyroelectric coefficient (rough): 0.020 uC/(cm2 K)
loss on warming by 10 K: 0.40 mV
loss if C0 is 1 % too large: 0.495 mV
peak film field: 200 kV/cm
breakdown field (rough): 1000 kV/cm
all good
```
